# Why the zeroth-order Møller-Plesset energy is not the Hartree-Fock energy

## Question

Møller-Plesset perturbation theory starts from the Hartree-Fock determinant, so I took its zeroth-order energy to be the Hartree-Fock energy and expected first order to give the first bit of correlation. I then tried a linear chain of four hydrogen atoms. The occupied orbital energies, each counted twice, add up to $-54.74$ eV, but the Hartree-Fock program reports an electronic energy of $-119.50$ eV.

Which of the two is the zeroth-order energy? And if first order has to supply the missing $-65$ eV, how can this be called a perturbation?

## Answer

With the model Hamiltonian taken as the sum of Fock operators, the zeroth-order energy is the first number, the sum of orbital energies. Your starting point mixes up two questions: which wavefunction we start from, and which operator's energy we assign to it. The wavefunction is indeed the Hartree-Fock determinant $\Phi_0$. Its zeroth-order energy, however, is its eigenvalue under the model Hamiltonian $H_0$, while the Hartree-Fock energy is its expectation value under the full Hamiltonian $H$.

**The two operators**

In atomic units, with the nuclei fixed, the electronic Hamiltonian is

$$H=\sum_m h(m)+W,\qquad W=\sum_{m<n}\frac{1}{r_{mn}},$$

where $h$ contains the kinetic energy and the attraction to the nuclei. The nuclear repulsion $E_{nn}$ is a constant, which I add to the totals at the end.

For the Møller-Plesset partition I take $H_0=\sum_m f(m)$, with the Fock operator $f=h+v$. The mean field $v$ is built from the occupied spin orbitals $j$ of $\Phi_0$:

$$\langle p|v|q\rangle=\sum_j\langle pj||qj\rangle,\qquad \langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle .$$

Here $\langle pq|rs\rangle$ is the integral of $p^*(1)\,q^*(2)\,r_{12}^{-1}\,r(1)\,s(2)$. The perturbation is what remains:

$$V=H-H_0=W-\sum_m v(m).$$

**Zeroth order**

I assume canonical Hartree-Fock orbitals, so that $f|i\rangle=\varepsilon_i|i\rangle$. Every product in the determinant contains each occupied orbital once, so $H_0$ multiplies every product by the same number:

$$E_0=\sum_i\varepsilon_i,\qquad \varepsilon_i=\langle i|f|i\rangle=h_{ii}+\sum_j\langle ij||ij\rangle .$$

The term $j=i$ vanishes, because its direct and exchange parts are equal. Thus $\varepsilon_i$ contains the repulsion of electron $i$ with all the *other* electrons. Summing,

$$E_0=\sum_i h_{ii}+\sum_{ij}\langle ij||ij\rangle .$$

The pair $(1,2)$ enters once through $\varepsilon_1$ and again through $\varepsilon_2$.

**The true mean repulsion**

To see that this is twice too much, compute $\langle W\rangle=\langle\Phi_0|W|\Phi_0\rangle$. By antisymmetry all $N(N-1)/2$ electron pairs contribute equally, so consider electrons 1 and 2. Since $1/r_{12}$ does not touch the other electrons, these must sit in the same orbitals on both sides. Electrons 1 and 2 then share the same two orbitals $i,j$ on both sides, either in the same order (sign $+$) or interchanged (sign $-$). For each ordered choice of $i\neq j$ there are $(N-2)!$ arrangements of the rest, and the normalization of the determinant supplies $1/N!$. Hence

$$\langle W\rangle=\frac{N(N-1)}{2}\,\frac{(N-2)!}{N!}\sum_{i\ne j}\langle ij||ij\rangle=\frac12\sum_{ij}\langle ij||ij\rangle .$$

The factor $\tfrac12$ counts each pair once. With $\langle h\rangle=\sum_i h_{ii}$,

$$E_0=\langle h\rangle+2\langle W\rangle,\qquad E_{\rm HF}=\langle\Phi_0|H|\Phi_0\rangle=\langle h\rangle+\langle W\rangle .$$

"Repulsion" here means Coulomb minus exchange, and both parts are doubled. Because $1/r_{12}$ is positive everywhere, $\langle W\rangle>0$ for two or more electrons, and $E_0$ lies above $E_{\rm HF}$. For one electron the two energies coincide. For two electrons in one spatial orbital with Coulomb integral $J$, they are $2h_{11}+2J$ and $2h_{11}+J$.

**First order**

Insert $H_0+\lambda V$, $\Psi=\Phi_0+\lambda\Psi_1+\lambda^2\Psi_2+\dots$ and $E=E_0+\lambda E_1+\dots$ into the Schrödinger equation. The terms linear in $\lambda$ give

$$(H_0-E_0)\Psi_1=-(V-E_1)\Phi_0. \tag{1}$$

Projecting on $\Phi_0$ makes the left side zero, so $E_1=\langle\Phi_0|V|\Phi_0\rangle$. The summed mean field has the expectation value $\sum_i\langle i|v|i\rangle=\sum_{ij}\langle ij||ij\rangle=2\langle W\rangle$. Therefore

$$E_1=\langle W\rangle-2\langle W\rangle=-\langle W\rangle,\qquad E_0+E_1=E_{\rm HF}.$$

First order removes the surplus copy of the repulsion and contains no correlation.

**Your chain, by hand**

I take four protons on a line, 1.0 Å apart, with restricted Hartree-Fock in the minimal STO-3G basis (one fixed combination of three Gaussians per atom). Two spatial orbitals are doubly occupied. With $J_{ab}$ and $K_{ab}$ the Coulomb and exchange integrals between spatial orbitals, the self-consistent calculation gives, in eV,

- $h_{11}=-49.9359$ and $h_{22}=-42.1954$
- $J_{11}=13.5318$, $J_{22}=12.3438$, $J_{12}=11.8623$, $K_{12}=4.2826$

The four decimals only keep the sums free of rounding errors; I round the results.

An electron in orbital 1 meets its partner there ($J_{11}$) and two electrons in orbital 2 ($2J_{12}$). Exchange acts only between equal spins, so it enters once:

$$\varepsilon_1=h_{11}+J_{11}+2J_{12}-K_{12}=-49.9359+13.5318+23.7246-4.2826=-16.96,$$

$$\varepsilon_2=h_{22}+J_{22}+2J_{12}-K_{12}=-42.1954+12.3438+23.7246-4.2826=-10.41 .$$

So $E_0=2(-16.96-10.41)=-54.74$ eV.

Now count the six electron pairs once each. One pair is in orbital 1, one is in orbital 2, and four are across, two of them with equal spins:

$$\langle W\rangle=J_{11}+J_{22}+4J_{12}-2K_{12}=13.5318+12.3438+47.4492-8.5652=64.76\ \text{eV}.$$

Then $E_0+E_1=-54.74-64.76=-119.50$ eV, your Hartree-Fock value. In hartree this reads $-2.012-2.380=-4.392$.

The nuclear repulsion is $(3+\tfrac22+\tfrac13)/R=62.40$ eV for spacing $R$. Adding it gives a Hartree-Fock total of $-57.10$ eV, whereas $E_0+E_{nn}=+7.66$ eV. Taken as a total energy, the latter would place the chain above four protons and four electrons at rest far apart. These are minimal-basis values: in the larger cc-pVTZ basis $E_0=-59.71$ eV, $E_1=-61.75$ eV, the Hartree-Fock total is $-59.06$ eV, and $E_0+E_{nn}$ drops to $+2.69$ eV, which is still positive.

**What the double counting means physically**

Keep the orbitals frozen and remove electron $k$ from a determinant. In $\tfrac12\sum_{ij}\langle ij||ij\rangle$ the terms with $i=k$ and those with $j=k$ are equal, so the factor $\tfrac12$ cancels. The energy lost is $h_{kk}+\sum_j\langle kj||kj\rangle$, with $j$ running over the electrons present. For the full system this is $\varepsilon_k$, so the removal costs $-\varepsilon_k$.

Adding orbital energies therefore treats every electron as the *first* to leave: $2(16.96+10.41)=54.74$ eV. (These are frozen-orbital costs; letting the cation's orbitals relax in unrestricted Hartree-Fock lowers the first one from 10.41 to 9.92 eV.) If the electrons leave one after another, with the orbitals still frozen and the outermost first, each later one has fewer partners pushing it out:

| Electron leaving | Cost | eV |
|---|---|---|
| first | $-\varepsilon_2$ | 10.41 |
| second | $-(h_{22}+2J_{12}-K_{12})$ | 22.75 |
| third | $-(h_{11}+J_{11})$ | 36.40 |
| fourth | $-h_{11}$ | 49.94 |

These costs add up to 119.50 eV, which is $-E_{\rm HF}$. Each repulsion has been released once, when the first member of the pair left.

**Why −65 eV is still a perturbation**

Shift the model Hamiltonian by a constant: $H_0'=H_0+E_1$ and $V'=V-E_1$. Their sum is still $H$. Now $E_0'=E_0+E_1=E_{\rm HF}$ and $E_1'=0$, which is the scheme you had in mind. It is equally legitimate, and it differs from $H_0=\sum_m f(m)$ only by a constant.

Nothing changes in the wavefunction, because $H_0'-E_0'=H_0-E_0$ and $V'-E_1'=V-E_1$, and the equations for $\Psi_1$ and $\Psi_2$ contain just these differences and $E_2$. The size of $E_1$ therefore says nothing about the quality of the expansion. What matters for $\Psi_1$ is how strongly $V$ couples $\Phi_0$ to other determinants, compared with the gaps in $H_0$.

**Where correlation begins**

Choose $\langle\Phi_0|\Psi_n\rangle=0$ for $n\geq1$. The terms in $\lambda^2$ are

$$(H_0-E_0)\Psi_2=-(V-E_1)\Psi_1+E_2\Phi_0, \tag{2}$$

and projection on $\Phi_0$ gives $E_2=\langle\Phi_0|V|\Psi_1\rangle$. The same value follows with $V'$, since $\langle\Phi_0|\Psi_1\rangle=0$.

Which determinants enter $\Psi_1$? Different determinants are not coupled by $H_0$, so $V$ couples them as $H$ does.

- Replacing one orbital, $i\to a$, gives $h_{ai}+\sum_j\langle aj||ij\rangle=\langle a|f|i\rangle=0$ for Hartree-Fock orbitals.
- Replacing two, $ij\to ab$, gives $\langle ab||ij\rangle$, by the same direct-minus-exchange argument as before.
- Replacing more than two gives zero, since $H$ acts on at most two electrons.

A double replacement raises the $H_0$ energy by $\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. Equation (1) then gives it the coefficient $-\langle ab||ij\rangle/(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)$, and

$$E_2=\sum_{i<j}\sum_{a<b}\frac{|\langle ab||ij\rangle|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

This is the MP2 correction. It needs nonzero gaps: it breaks down if a denominator vanishes while its numerator does not. Projecting (1) on that determinant then gives zero on the left and a nonzero number on the right, so no expansion about $\Phi_0$ alone exists; only the identity $\langle\Phi_0|H_0|\Phi_0\rangle+\langle\Phi_0|V|\Phi_0\rangle=E_{\rm HF}$ between expectation values remains. For the chain the sum gives $E_2=-1.121$ eV.

**The double counting returns in MP3**

The $\lambda^3$ terms, projected on $\Phi_0$, give $E_3=\langle\Phi_0|V|\Psi_2\rangle$. Subtracting $E_1$ from $V$ changes nothing, as $\langle\Phi_0|\Psi_2\rangle=0$. Using (1) and then (2),

$$E_3=\langle\Phi_0|V-E_1|\Psi_2\rangle=-\langle\Psi_1|H_0-E_0|\Psi_2\rangle=\langle\Psi_1|V-E_1|\Psi_1\rangle .$$

The $E_2$ term drops out because $\langle\Psi_1|\Phi_0\rangle=0$. The first-order energy thus reappears, weighted by $\langle\Psi_1|\Psi_1\rangle$. With $\Psi_1$ written out in determinants, the chain has $\langle\Psi_1|V|\Psi_1\rangle=-1.901$ eV and $\langle\Psi_1|\Psi_1\rangle=0.02267$, so

$$E_3=-1.901+64.76\times0.02267=-1.901+1.468=-0.433\ \text{eV}.$$

Leaving out $E_1$ would make the third-order correction more than four times too large.

The totals, including $E_{nn}$, run from $-57.104$ eV (Hartree-Fock) through $-58.225$ (MP2) to $-58.658$ (MP3). Diagonalizing $H$ among all 36 determinants with two electrons of each spin gives $-58.950$ eV, the exact energy in this basis. Of the correlation energy of $-1.846$ eV, MP2 recovers 61% and MP3 84%. These figures are not converged in the basis: in cc-pVDZ, $E_2=-1.76$ eV, the correlation energy is $-2.38$ eV, and the shares are 74% and 91%; in cc-pVTZ, $E_2=-2.04$ eV.

**When the statement changes**

The cancellation belongs to this choice of $H_0$. If you take $H_0=\sum_m h(m)$ instead, then $V=W$. Zeroth order contains no electron repulsion, and first order *adds* $\langle W\rangle$, evaluated in the determinant of the eigenfunctions of $h$. If you keep the Fock operator but use orbitals that are not self-consistent, $\Phi_0$ is in general not an eigenfunction of $H_0$, and the expansion above does not apply as it stands.
